# The slowest thermal time constant of a wafer cooled at one face: a numerical check

```python
"""Slowest thermal time constant of a wafer cooled at one face.

Result under test: tau_1 = 4 L^2 / (pi^2 D) for one-dimensional conduction,
with one face held at the coolant temperature and the other insulated.
L: thickness (cm), D: diffusivity (cm^2/s), theta: excess temperature (K).
Bi: wafer resistance divided by contact resistance at the cooled face.
The independent road is a resistor-capacitor network, diagonalized or
propagated in time, and a polynomial minimization of the decay rate.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

L = 700e-4
D = 0.89
theta_start = 10.0
diffusion_time = L**2 / D
tau_1 = 4 * L**2 / (np.pi**2 * D)
tau_2 = tau_1 / 9


def network_rates(cells, contact=0.0, both_cold=False):
    """Rate matrix (1/s); contact is in units of the wafer resistance."""
    matrix = np.zeros((cells, cells))
    for j in range(cells - 1):
        matrix[j, j] += cells**2
        matrix[j + 1, j + 1] += cells**2
        matrix[j, j + 1] -= cells**2
        matrix[j + 1, j] -= cells**2
    matrix[0, 0] += cells / (0.5 / cells + contact)
    if both_cold:
        matrix[-1, -1] += cells / (0.5 / cells)
    return matrix / diffusion_time


def slowest(matrix):
    return 1 / np.linalg.eigvalsh(matrix)[0]


def face_series(t, terms=200):
    """Insulated-face excess temperature from the sine series."""
    n = np.arange(1, terms + 1)
    odd = 2 * n - 1
    weights = 4 * (-1.0)**(n - 1) / (odd * np.pi)
    return theta_start * np.sum(weights * np.exp(-odd**2 * t / tau_1))


# Network eigenvalues against the continuum and the finite-network formula.
fine = network_rates(200)
fine_rates = np.linalg.eigvalsh(fine)
assert abs(1 / fine_rates[0] / tau_1 - 1) < 2e-5
assert abs(1 / fine_rates[1] / tau_2 - 1) < 2e-4
network_taus = {}
for cells in (1, 2, 5, 20):
    network_taus[cells] = slowest(network_rates(cells))
    formula = diffusion_time / (4 * cells**2 * np.sin(np.pi / (4 * cells))**2)
    assert abs(network_taus[cells] / formula - 1) < 1e-10

# Smallest ratio of integral(theta'^2) to integral(theta^2), with L = 1,
# over polynomials that vanish at the cold face.
ritz = []
for size in (1, 2, 5):
    p = np.arange(1, size + 1)
    i, j = np.meshgrid(p, p, indexing="ij")
    slope_form = i * j / (i + j - 1)
    square_form = 1 / (i + j + 1)
    ritz.append(eigh(slope_form, square_form, eigvals_only=True)[0])
bound = np.pi**2 / 4
assert all(value > bound - 1e-7 for value in ritz)
assert abs(ritz[-1] - bound) < 1e-5

# The completed square behind the lower bound, for a non-modal profile.
k = np.pi / 2
square = quad(lambda x: (1 + 3 * x**2 - k / np.tan(k * x) * (x + x**3))**2,
              0, 1)[0]
difference = quad(lambda x: (1 + 3 * x**2)**2 - k**2 * (x + x**3)**2, 0, 1)[0]
assert square > 0 and abs(square - difference) < 1e-8

# Cooling curve from a uniform start: network in time against the series.
uniform = theta_start * np.ones(200)
times = [1e-4, tau_1, 5e-3]
curve = []
for t in times:
    state = expm(-fine * t) @ uniform
    rms_ratio = np.sqrt(np.mean(state**2)) / theta_start
    assert rms_ratio <= np.exp(-t / tau_1) * (1 + 1e-4)
    assert abs(state[-1] - face_series(t)) < 1e-3
    one_term = theta_start * 4 / np.pi * np.exp(-t / tau_1)
    curve.append((t, face_series(t), one_term, state[-1]))
assert abs(curve[0][2] - curve[0][1]) > 1.0
assert abs(curve[1][2] - curve[1][1]) < 0.01
late_a = (expm(-fine * 6e-3) @ uniform)[-1]
late_b = (expm(-fine * 10e-3) @ uniform)[-1]
tau_late = 4e-3 / np.log(late_a / late_b)
assert abs(tau_late / tau_1 - 1) < 1e-4

# Imperfect cooling, and cooling at both faces.
Bi = 10.0
beta = brentq(lambda b: b * np.sin(b) - Bi * np.cos(b), 1e-6, np.pi / 2)
tau_contact = diffusion_time / beta**2
tau_contact_network = slowest(network_rates(200, contact=1 / Bi))
assert abs(tau_contact_network / tau_contact - 1) < 1e-4
assert tau_contact > tau_1
tau_both = tau_1 / 4
tau_both_network = slowest(network_rates(200, both_cold=True))
assert abs(tau_both_network / tau_both - 1) < 1e-4

# The value claimed for the wafer, to two figures.
assert round(tau_1 * 1e3, 1) == 2.2

print(f"thickness L = {L:.4f} cm")
print(f"diffusivity D = {D:.2f} cm^2/s")
print(f"L^2 = {L**2:.6f} cm^2")
print(f"L^2/D = RC = {diffusion_time*1e3:.3f} ms")
print(f"pi^2/4 = {bound:.6f}")
print(f"k_1 = pi/(2L) = {np.pi/(2*L):.3f} 1/cm")
print(f"slowest rate 1/tau_1 = {1/tau_1:.1f} 1/s")
print(f"tau_1 = {tau_1*1e3:.3f} ms = {tau_1:.6f} s")
print(f"tau_2 = {tau_2*1e3:.3f} ms")
for cells, value in network_taus.items():
    print(f"network, {cells} cells: slowest tau = {value*1e3:.3f} ms")
print(f"network, 200 cells: slowest tau = {1e3/fine_rates[0]:.3f} ms")
for size, value in zip((1, 2, 5), ritz):
    print(f"minimum ratio, polynomial degree {size}: {value:.6f}")
print(f"initial excess temperature = {theta_start:.1f} K")
print(f"one-term value at t = 0: {theta_start*4/np.pi:.3f} K")
for t, full, single, network in curve:
    print(f"t = {t*1e3:.3f} ms: series {full:.3f} K, "
          f"one term {single:.3f} K, network {network:.3f} K")
print(f"tau from late network cooling = {tau_late*1e3:.3f} ms")
print(f"Bi = {Bi:.0f}: beta = {beta:.4f}, tau = {tau_contact*1e3:.3f} ms")
print(f"Bi = {Bi:.0f}, network: tau = {tau_contact_network*1e3:.3f} ms")
print(f"both faces cold: tau = {tau_both*1e3:.3f} ms")
print(f"both faces cold, network: tau = {tau_both_network*1e3:.3f} ms")
print("all good")
```

Output:

```
thickness L = 0.0700 cm
diffusivity D = 0.89 cm^2/s
L^2 = 0.004900 cm^2
L^2/D = RC = 5.506 ms
pi^2/4 = 2.467401
k_1 = pi/(2L) = 22.440 1/cm
slowest rate 1/tau_1 = 448.2 1/s
tau_1 = 2.231 ms = 0.002231 s
tau_2 = 0.248 ms
network, 1 cells: slowest tau = 2.753 ms
network, 2 cells: slowest tau = 2.350 ms
network, 5 cells: slowest tau = 2.250 ms
network, 20 cells: slowest tau = 2.232 ms
network, 200 cells: slowest tau = 2.231 ms
minimum ratio, polynomial degree 1: 3.000000
minimum ratio, polynomial degree 2: 2.485962
minimum ratio, polynomial degree 5: 2.467401
initial excess temperature = 10.0 K
one-term value at t = 0: 12.732 K
t = 0.100 ms: series 10.000 K, one term 12.174 K, network 10.000 K
t = 2.231 ms: series 4.683 K, one term 4.684 K, network 4.683 K
t = 5.000 ms: series 1.354 K, one term 1.354 K, network 1.354 K
tau from late network cooling = 2.231 ms
Bi = 10: beta = 1.4289, tau = 2.697 ms
Bi = 10, network: tau = 2.697 ms
both faces cold: tau = 0.558 ms
both faces cold, network: tau = 0.558 ms
all good
```
